Zero-Field Muon Polarization in Static Isotropic Lorentzian Fields

A static Lorentzian model of the nuclear fields in natural silicon, with a half width of 5.18 µT, predicts that the polarization of a diamagnetic muon falls to 0.243 after 454 µs and then rises again towards one third. Nothing in the model drives the spin back: there is no applied field and no relaxation towards equilibrium. Both the rise and the value one third follow from averaging free precession over the directions and magnitudes of the local field. The same numbers raise a second question, since muons live about 2.2 µs: what part of this curve could silicon show at all?

A diamagnetic muon has no unpaired electron bound to it, so its spin feels only the magnetic field B at its site. Let the spin start fully polarized along z, with no applied field, and let each muon see its own field, constant in time. I use atomic units in the algebra, with ħ = 1, and write W = γ_μ B for the precession vector, ω for its length and e for its direction. The Hamiltonian −W·S is linear in the spin, so the polarization vector P obeys the classical equation

dP/dt = P × W.

The component of P along e is constant. The initial transverse part is p = z − (z·e)e, where z is the unit vector along the initial spin. It evolves as

p(t) = p cos ωt + (p × e) sin ωt.

Differentiation confirms this, because (p × e) × e = −p when p is perpendicular to e. Now project on z. With z·e = cos θ, the constant part contributes cos²θ, the cosine term has p·z = 1 − cos²θ, and the sine term vanishes because p × e = z × e is perpendicular to z. Hence

P_z(t) = cos²θ + sin²θ cos ωt.

Reversing the sense of precession changes nothing, so the sign of γ_μ plays no part.

Let the distribution of W be isotropic. Direction and magnitude are then independent, and the mean of cos²θ is ½∫u² du from −1 to 1, which is 1/3. The measured polarization is therefore

G(t) = 1/3 + (2/3)⟨cos ωt⟩.

The first term is the spin component along the local field, which never precesses. It enters squared, once for projecting the initial spin on the field and once for projecting back on z. When the field magnitudes are spread continuously, the cosines get out of step and their average dies out, which leaves the first term. The tail is thus a property of static isotropic fields with such a spread, and the Lorentzian shape decides how it is approached.

To find ⟨cos ωt⟩, introduce the characteristic function φ(k) = ⟨exp(iK·W)⟩, where K has length k and the dimension of time. Averaging over the angle between K and W gives

φ(k) = ½ ∫₋₁¹ ⟨exp(ikωu)⟩ du = ⟨sin(kω)/(kω)⟩.

Set k = t and multiply by t, so that tφ(t) = ⟨sin(ωt)/ω⟩. The derivative of the averaged quantity is cos ωt, which is bounded by one, so the derivative may be taken inside the average:

⟨cos ωt⟩ = d/dt [tφ(t)].

This turns any isotropic static distribution into a polarization curve without an integral over field magnitudes.

Suppose now that each Cartesian component has the Lorentzian density a/[π(a² + W_x²)], where a is the half width at half maximum. Its characteristic function is exp(−a|k|), as the inverse transform shows:

(1/2π) ∫ exp(−a|k| − ikW_x) dk
= (1/2π)[1/(a + iW_x) + 1/(a − iW_x)]
= a/[π(a² + W_x²)].

For K along x, φ is the characteristic function of this one component. Isotropy makes φ the same for every direction of K, so φ(k) = exp(−ak) in three dimensions. Inserting it gives

d/dt [t exp(−at)] = (1 − at) exp(−at),

G(t) = 1/3 + (2/3)(1 − at) exp(−at).

The field density behind this result is the three-dimensional inverse transform of φ. After the angular integral it is

f(W) = (1/2π²ω) ∫₀^∞ k sin(kω) exp(−ak) dk.

Since ∫₀^∞ sin(kω) exp(−ak) dk = ω/(a² + ω²), taking −d/da supplies the factor k and yields 2aω/(a² + ω²)². Thus

f(W) = a/[π²(a² + ω²)²].

This is not the product of three Lorentzian densities. Such a product has the right components but the wrong symmetry: at ω = 3a it is larger along a Cartesian axis than along a body diagonal by the factor (1 + 3)³/(1 + 9) = 6.40. The components of an isotropic Lorentzian field are therefore not independent.

The shape of G follows from one derivative. With x = at,

dG/dx = (2/3)(x − 2) exp(−x).

The initial slope is −4/3 in x. The curve passes through 1/3 at x = 1, has its minimum at x = 2 with the value 1/3 − (2/3)exp(−2) = 0.2431, and then rises. Direct quadrature over the field magnitude gives 0.5355 at x = 0.5, 0.2967 at x = 4 and 0.3318 at x = 8, in agreement with the formula. The difference from one third at late times is −(2/3)(x − 1)exp(−x), so the tail is approached from below.

The undershoot has a simple cause. Integrate the relation for ⟨cos ωt⟩ over all times:

∫₀^∞ ⟨cos ωt⟩ dt = [tφ(t)]₀^∞ = 0,

provided tφ(t) vanishes at late times, as it does here. The average starts at +1, so it must be negative later, and G must then lie below 1/3. In terms of fields, the density of magnitudes 4πω²f(W) vanishes at ω = 0, so there are too few slowly precessing muons to keep the average positive.

A Gaussian distribution with variance Δ² per component is a useful second case. There φ(t) = exp(−Δ²t²/2), and the same derivative gives

G(t) = 1/3 + (2/3)(1 − Δ²t²) exp(−Δ²t²/2).

The tail is the same, but the start is 1 − Δ²t² instead of 1 − (4/3)at. The linear start of the Lorentzian case comes from its wings. The density of magnitudes falls only as 1/ω², so ⟨ω²⟩ is infinite and the usual expansion of the cosine to second order is not available.

Dilute dipoles produce just such wings. Place moments of fixed length m and random direction m̂ at random points with density n. In atomic units μ₀/4π = α², with α the fine-structure constant, and a moment at distance r in direction r̂ contributes

W = (D/r³)[3(m̂·r̂)r̂ − m̂], with D = α²γ_μ m.

For N independent moments in a volume V, the characteristic function is the Nth power of the single-moment average. Written as [1 − I/V]^N, with I the integral of 1 − exp(iK·W) averaged over m̂, it tends to exp(−nI) for large V at fixed n = N/V. The imaginary part of I cancels between m̂ and −m̂, so

−ln φ(k) = n ∫ d³r [1 − ⟨cos(K·W)⟩].

Write K·W = kDs/r³, where s = m̂·v and v = 3(k̂·r̂)r̂ − k̂. For the radial integral put q = 1/r³, so that r²dr becomes dq/(3q²) once the limits are reversed. Integration by parts and ∫₀^∞ sin(y)/y dy = π/2 give

4π ∫₀^∞ r² [1 − cos(kDs/r³)] dr
= (4π/3) ∫₀^∞ [1 − cos(kDsq)]/q² dq
= (2π²/3) kD|s|.

The result is linear in k because the field falls as 1/r³ in three dimensions. The angular average remains. For fixed v, the projection of a random unit vector m̂ has mean absolute value |v|/2. With u = k̂·r̂, |v|² = 9u² − 6u² + 1 = 1 + 3u², and

∫₀¹ √(1 + 3u²) du = 1 + ln(2 + √3)/(2√3).

Half of this is ⟨|s|⟩. Therefore φ(k) = exp(−ak) with

a = (π²/3)[1 + ln(2 + √3)/(2√3)] nD = 4.5406 nD.

Nothing here depends on the direction of K, so the field is isotropic and Lorentzian, as assumed. As a test, 40,000 random arrangements, each with the 200 nearest dipoles, were sampled directly. They give G = 0.334, 0.244 and 0.297 at x = 1, 2 and 4, where the formula gives 0.333, 0.243 and 0.297.

For silicon I take rough values: a lattice constant of 0.543 nm, a fraction 0.047 of ²⁹Si, the isotope with nuclear spin 1/2, and a moment of magnitude 0.555 nuclear magnetons. There are eight atoms per cubic cell, so

n = 0.047 × 8/(0.543 nm)³ = 2.348 nm⁻³.

A spin 1/2 has squared length 3/4, so the static model is given m = γ_n√3/2, where γ_n is the magnitude of the nuclear gyromagnetic ratio; this choice is justified below. It gives D = 4.135 × 10⁻⁴ nm³/µs, and then

a = 4.5406 × 2.348 × 4.135 × 10⁻⁴ µs⁻¹ = 0.00441 µs⁻¹.

Dividing by γ_μ = 0.000852 rad/(µs µT) returns the 5.18 µT of the opening; as an energy, ħa is 2.90 × 10⁻¹² eV. At 10 K the ratio ħa/kT is about 3 × 10⁻⁹, so random nuclear directions are a very good assumption. The minimum lies at 2/a = 454 µs, when the surviving fraction of muons is about 10⁻⁹⁰. Even at 10 µs only about 1 percent are left. In this model of silicon the minimum and the tail are thus out of reach. To bring the minimum to 2 µs would require a = 1 µs⁻¹, a field half width of about 1200 µT.

The early part of the curve is also altered, because nuclei occupy lattice sites and cannot come arbitrarily close. At the unrelaxed tetrahedral interstitial site, the nearest silicon sites are 0.2351 nm away. The field of each nucleus is then bounded, and ⟨ω²⟩ is finite because its terms fall as r⁻⁶. The total field is no longer isotropic, but the site has cubic symmetry. Its three cube axes are equivalent, so the squared projection of e on each averages to 1/3 at every ω, and the twofold rotations remove the cross terms. For any initial direction cos²θ therefore still averages to 1/3 at every ω, and G = 1/3 + (2/3)⟨cos ωt⟩ remains valid. It starts as

G(t) ≈ 1 − ⟨ω²⟩t²/3.

The Lorentzian law needs times long enough for the closest dipoles to have turned the spin appreciably. The scale for this is r³/D = (0.2351 nm)³/D ≈ 31 µs. The approach to the law is slow and not monotonic: the loss in the lattice average described next is above the law at 40, 80 and 100 µs, and at five times this value it is about 14 percent below it. The scale of 31 µs compares with 1/a ≈ 227 µs, so in natural silicon the two scales are less than a factor of ten apart.

A static average over random occupation of the actual sites, with φ averaged over the directions of K, shows the consequence. Between 1 and 2 µs the loss of polarization grows by a factor 3.997, which is the quadratic law. At 10 µs the lattice gives G = 0.978 and the Lorentzian formula 0.943, so the formula overstates the loss by a factor of about 2.6. Later the difference changes sign more than once: the lattice gives 0.533 against 0.573 at 100 µs, about 0.52 against 0.44 at 155 µs, and 0.209 against 0.243 at 454 µs. The bounded field of each nucleus explains the slow start; the calculation does not isolate the cause of the later differences. At the lower occupation 0.005, the lattice and the formula differ by at most 0.005 in G at the two times compared, x = 1 and x = 2, as expected in the dilute limit.

A deeper limit is hidden in the word static. The dipolar coupling contains the product γ_μγ_n, so a free spin-1/2 nucleus is turned by the muon at the same rate as it turns the muon. Consider one such pair, with C = α²γ_μγ_n/r³ and the axis ζ along r̂:

H = C(S·I − 3S_ζI_ζ).

The sign of the nuclear moment would reverse H, but G contains only cosines of energy differences and is unaffected. The states ↑↑ and ↓↓ have energy C/4 − 3C/4 = −C/2. The triplet state (↑↓ + ↓↑)/√2 has C/4 + 3C/4 = C, and the singlet has −3C/4 + 3C/4 = 0.

With an unpolarized nucleus, the polarization along an initial axis is

¼ Σ_ij |⟨i|σ|j⟩|² cos[(E_i − E_j)t],

where σ is the muon Pauli matrix for that axis. Along r̂, σ is diagonal in ↑↑ and ↓↓ and connects the other two states with unit amplitude, which gives ½(1 + cos Ct). Perpendicular to r̂, σ flips the muon and connects each of ↑↑ and ↓↓ to the other two states with squared amplitude ½. This gives ½[cos(3Ct/2) + cos(Ct/2)]. Averaging over the direction of r̂ weights the two results by 1/3 and 2/3:

G_pair(t) = [1 + cos Ct + 2cos(Ct/2) + 2cos(3Ct/2)]/6.

Its long-time mean is 1/6, half the static value. Even a muon polarized along the line joining the pair keeps on average only half its polarization, because it exchanges spin with the nucleus.

For a pair at fixed distance the difference disappears at short times. Expanding the cosines gives

G_pair(t) ≈ 1 − (C²t²/12)(1 + ½ + 9/2) = 1 − C²t²/2.

A static moment at the same distance has ⟨ω²⟩ = 2(D/r³)², since the mean of 1 + 3u² is 2. With m = γ_n√3/2 this is 3C²/2, and 1 − ⟨ω²⟩t²/3 gives the same C²t²/2. That is the reason for the chosen length of the moment. It matches the quadratic start at fixed distance. In a random gas some pairs are always closer, and there the linear start is about 5 percent steeper for free spins than for these static moments. For one ²⁹Si nucleus at the nearest site, C = 0.0367 µs⁻¹, and at 10 µs the free-spin and static results are 0.9340 and 0.9339. Within the muon's life the static treatment of this nucleus is adequate; its late-time prediction is not.

For many free spins there is no such short formula. Diagonalization for random arrangements of the six nearest nuclei, without couplings among the nuclei, gives a mean polarization of 0.144 between x = 6 and x = 10, while static moments truncated in the same way give 0.327. With four nuclei the values are 0.148 and 0.326. Each free-spin value averages 300 arrangements, and another set of arrangements moves it by up to about 0.005. These small clusters do not establish the limit of an infinite gas, but they show the nuclear response removing more than half of the late polarization.

The one-third tail returns if each nucleus is held along a random axis by an energy term that is linear in its spin, much stronger than its coupling to the muon, and absent for the muon itself. For the tail to last, the strengths must also differ between nuclei: with equal strengths two nuclei can exchange spin through the muon, which lowers the polarization at very late times. An electric quadrupole coupling is not such a term. It does not act on spin 1/2. For a single nucleus of spin 1 or 3/2, a strong coupling with axial symmetry about a random axis gives a mean polarization of about 0.56 or 0.17 once the first oscillations have averaged out. For spin 3/2 even the 0.17 is lost at much later times. If the coupling also departs from axial symmetry by enough to split the levels by much more than the coupling to the muon, the value for spin 1 rises towards one, while that for spin 3/2 falls towards zero much sooner. In a test with two nuclei, each was given a strong energy term along its own random axis, at least 3000 times the larger dipolar coupling. The exact polarization then agreed with the static average to the five printed decimals, while without pinning the largest difference from the same curve was 0.613. That number depends on the two axes chosen for the static moments, whereas free spins have no preferred axes, so it is not a pure measure of the nuclear response. A pinned spin 1/2 has projection ±½ on its axis, so its static moment is γ_n/2, and a is smaller by √3 than in the estimate above. With this change of D the derivation applies to pinned moments with random axes.

Two further effects matter to a measurement. A stray field adds a fixed vector to W and spoils the isotropy. The late polarization is then the mean of cos²θ for the total field: for 5 µT along the initial spin, with the width held at 5.18 µT, it rises from 0.333 to 0.424. Couplings among the nuclei also make the local field change. Scaling 1/a by γ_μ/γ_n gives a time scale near 3600 µs. This rough estimate ignores the details of the nuclear dynamics, and the change begins well before that time.

Set beside real silicon, the isotope fraction and lattice constant are typical, but the muon's surroundings are idealized. Implanted muons in silicon also form paramagnetic muonium, to which this treatment does not apply, and a diamagnetic muon may sit at another site, displace its neighbours or move. The early loss is sensitive to such displacements, because each nucleus contributes to ⟨ω²⟩ as r⁻⁶: a 5 percent shorter distance raises that nucleus's contribution by about 36 percent. For the ideal tetrahedral site, the continuum of dipole positions also matters in the observable window: it changes the loss at 10 µs from 0.022 on the lattice to 0.057. This comparison does not carry over to other sites. For a muon at a bond centre, with its two nearest silicon sites at an assumed 0.155 to 0.165 nm and all other sites left in place, the same static average over bond directions gives a loss at 10 µs of roughly 0.07 to 0.05. The numerical output below gives the values for the tetrahedral site.

Values computed for the example and the checks

```
GENERAL RESULT (dimensionless, x = a t)
G by quadrature at x = 0.5: 0.53551
G by quadrature at x = 1.0: 0.33333
G by quadrature at x = 2.0: 0.24311
G by quadrature at x = 4.0: 0.29670
G by quadrature at x = 8.0: 0.33177
position of minimum x: 2.000
value at minimum: 0.24311
product density, axis/diagonal at |w| = 3a: 6.40
width factor a/(n D): 4.5406
G from sampled static dipoles, x = 1.0: 0.334
G from sampled static dipoles, x = 2.0: 0.244
G from sampled static dipoles, x = 4.0: 0.297
NUCLEAR RESPONSE (dimensionless)
long-time mean, one free spin-1/2 pair: 0.16667
largest deviation from static law, pinned: 0.00000
largest deviation from static law, free: 0.613
4 nearest nuclei, x = 2: free 0.193, static 0.261
4 nearest nuclei, mean x = 6-10: free 0.148, static 0.326
6 nearest nuclei, x = 2: free 0.198, static 0.258
6 nearest nuclei, mean x = 6-10: free 0.144, static 0.327
SILICON EXAMPLE, rough inputs
lattice constant: 0.543 nm
29Si fraction: 0.047
29Si moment (magnitude): 0.555 nuclear magnetons
muon lifetime: 2.2 us
muon gyromagnetic ratio: 0.000852 rad/(us uT)
29Si density n: 2.348 nm^-3
static dipole strength D: 4.135e-04 nm^3/us
Lorentzian half width a: 0.00441 us^-1
field half width: 5.18 uT
energy hbar a: 2.90e-12 eV
time of minimum 2/a: 454 us
log10 of muon fraction alive then: -90
muon fraction alive at 10 us: 0.0106
NEGLECTED EFFECTS IN THE EXAMPLE
nearest site distance: 0.2351 nm
G at 10 us: Lorentzian 0.9431, lattice 0.9779
G at 100 us: Lorentzian 0.5732, lattice 0.5331
G at 454 us: Lorentzian 0.2431, lattice 0.2088
lattice loss ratio, 2 us to 1 us: 3.997
largest lattice error at fraction 0.005: 0.0047
nearest-pair coupling C: 0.0367 us^-1
one nearest 29Si, G at 10 us: free 0.9340, static 0.9339
nuclear-nuclear time scale, rough: 3633 us
tail with 5 uT stray field along spin: 0.424
hbar a/(k T) at 10 K: 3.4e-09
```
